# Logarithmic divergence of the sound velocity in a one-dimensional Wigner chain: a numerical check

```python
"""Longitudinal phonons of a chain of equal charges with 1/r repulsion.

Result under test, for theta = q*a << 1 and w0^2 = k/(m a^3), k = e^2/(4 pi eps0):
    omega^2 = 2 w0^2 theta^2 [ ln(1/theta) + 3/2 + theta^2/144 + ... ]
so omega/q grows without bound as sqrt(ln(1/(q a))).
Symbols: a spacing, m mass, q wavenumber, d distance to a grounded plane.
Reduced units in the functions: lengths in a, omega in w0, energies in k/a.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import k0, zeta


def lattice_sum(theta, cutoff=1_000_000):
    """Explicit sum of (1 - cos(n theta))/n^3."""
    n = np.arange(1, cutoff + 1, dtype=float)
    return np.sum(2 * np.sin(n * theta / 2) ** 2 / n**3)


def series(theta):
    """Small-theta expansion of the lattice sum."""
    return (theta**2 / 2 * (1.5 - np.log(theta))
            + theta**4 / 288 + theta**6 / 86400)


def scaled_integral(theta):
    """Lattice sum divided by theta^2, from its integral representation."""
    return quad(lambda x: -(1 - x) * np.log(2 * np.sin(theta * x / 2)),
                0, 1, epsabs=1e-11, epsrel=1e-11, limit=200)[0]


def omega2_from_energy(potential, period, neighbours, pair_weight):
    """omega^2 from the energy of charges displaced by a cosine wave."""
    theta = 2 * np.pi / period
    amplitude = 1e-3 / theta
    site = np.arange(period)[:, None]
    n = neighbours[None, :].astype(float)
    change = amplitude * (np.cos(theta * (site + n)) - np.cos(theta * site))
    second = potential(n + change) + potential(n - change) - 2 * potential(n)
    return 2 * pair_weight * second.sum(axis=1).mean() / amplitude**2


def close(value, reference, tolerance):
    return abs(value - reference) <= tolerance * abs(reference)


# Dispersion from displaced charges against the small-theta expansion.
# Finite amplitude limits the agreement to about 1e-6.
w2_energy = omega2_from_energy(lambda r: 1 / r, 12, np.arange(1, 20001), 1.0)
w2_series = 4 * series(2 * np.pi / 12)
assert close(w2_energy, w2_series, 1e-5)

# Expansion against explicit sums; integral representation at large theta.
for angle in (0.3, 0.03, 0.003):
    assert close(lattice_sum(angle), series(angle), 1e-6)
for angle in (0.5, 2.0, 3.0):
    assert close(lattice_sum(angle), angle**2 * scaled_integral(angle), 1e-8)

# Second derivative of the sum is -ln(2 sin(theta/2)); step error about 1e-5.
step = 0.01
curvature = (lattice_sum(1 + step) + lattice_sum(1 - step)
             - 2 * lattice_sum(1.0)) / step**2
assert abs(curvature + np.log(2 * np.sin(0.5))) < 3e-5

# Group velocity from finite differences.
angle, step = 0.01, 1e-4
slope = (np.sqrt(4 * lattice_sum(angle + step))
         - np.sqrt(4 * lattice_sum(angle - step))) / (2 * step)


def group_velocity(theta):
    log = np.log(1 / theta)
    return np.sqrt(2) * (log + 1) / np.sqrt(log + 1.5)


assert close(slope, group_velocity(angle), 1e-5)

# A finite number of neighbours gives a finite velocity, growing as a log.
for count in (100, 1000):
    truncated = 4 * lattice_sum(1e-6, count) / 1e-12
    harmonic = np.log(count) + np.euler_gamma + 1 / (2 * count)
    assert close(truncated, 2 * harmonic, 1e-5)

# Contrast: 1/r^2 repulsion has a finite velocity (correction of order theta).
n_all = np.arange(1, 200001, dtype=float)
angle = 1e-3
w2_square = np.sum(12 / n_all**4 * 2 * np.sin(n_all * angle / 2) ** 2)
assert close(w2_square / angle**2, 6 * zeta(2), 1e-3)

# Leading law is reached, with relative correction 3/(4 ln(1/theta)).
tiny = 1e-100
log_tiny = np.log(1 / tiny)
ratio_tiny = np.sqrt(4 * scaled_integral(tiny) / (2 * log_tiny))
assert abs(ratio_tiny - 1 - 0.75 / log_tiny) < 0.3 / log_tiny**2

# Grounded plane: direct sums with image charges against closed forms.


def plane_stiffness(n, image):
    return 2 / n**3 - (2 * n**2 - image**2) / (n**2 + image**2) ** 2.5


def omega2_plane(theta, image):
    return 4 * series(theta) - 2 * theta**2 * k0(theta * image)


def velocity2_plane(image):
    return 2 * (np.log(image / 2) + np.euler_gamma + 1.5)


for image in (6.0, 20.0):
    stiffness = plane_stiffness(n_all, image)
    for angle in (0.05, 0.3):
        direct = 2 * np.sum(stiffness * 2 * np.sin(n_all * angle / 2) ** 2)
        assert close(direct, omega2_plane(angle, image), 1e-6)
    assert close(np.sum(n_all**2 * stiffness), velocity2_plane(image), 1e-6)

# Zigzag displacement across the line: repulsion lowers the stiffness.
odd = np.arange(1, 40001, 2, dtype=float)
shift = 1e-3
zigzag = 2 * np.sum(1 / np.sqrt(odd**2 + 4 * shift**2) - 1 / odd) / shift**2
zigzag_limit = 3.5 * zeta(3)
assert close(-zigzag, zigzag_limit, 1e-4)

# Fluctuation of the neighbour distance: normal modes of a finite chain
# against the integral over wavenumbers (finite-size difference below 1 %).
size = 400
gap = np.abs(np.subtract.outer(np.arange(size), np.arange(size)))
gap = np.minimum(gap, size - gap).astype(float)
np.fill_diagonal(gap, np.inf)
hessian = -2 / gap**3
np.fill_diagonal(hessian, -hessian.sum(axis=1))
eigenvalues, modes = np.linalg.eigh(hessian)
weight = (modes[1, 1:] - modes[0, 1:]) ** 2
thermal_factor = np.sum(weight / eigenvalues[1:])
zero_factor = np.sum(weight / (2 * np.sqrt(eigenvalues[1:])))
angles = (np.arange(400) + 0.5) * np.pi / 400
w2_grid = np.array([4 * lattice_sum(t, 5000) for t in angles])
relative = 2 * (1 - np.cos(angles))
assert close(thermal_factor, np.mean(relative / w2_grid), 1e-2)
assert close(zero_factor, np.mean(relative / (2 * np.sqrt(w2_grid))), 1e-2)

# Worked example: singly charged calcium ions in a ring trap, rough values.
spacing = 10e-6
ions = 400
plane_distance = 0.1e-3
trap_frequency = 2e6
temperature = 1e-3
mass = 40 * const.atomic_mass
coulomb = const.e**2 / (4 * np.pi * const.epsilon_0)
w0 = np.sqrt(coulomb / (mass * spacing**3))
unit_velocity = spacing * w0
image = 2 * plane_distance / spacing
radius = ions / (2 * np.pi)


def ring_potential(s):
    return 1 / (2 * radius * np.sin(s / (2 * radius)))


def ring_plane_potential(s):
    chord = 2 * radius * np.sin(s / (2 * radius))
    return 1 / chord - 1 / np.sqrt(chord**2 + image**2)


print("Checks in reduced units")
print(f"omega^2/w0^2, wavelength 12a, from energy: {w2_energy:.6f}")
print(f"omega^2/w0^2, wavelength 12a, expansion: {w2_series:.6f}")
print("Approach to the leading law: qa, v/(a w0), v/leading")
for angle in (1e-2, 1e-4, 1e-8, 1e-16, 1e-100):
    speed = np.sqrt(4 * scaled_integral(angle))
    leading = np.sqrt(2 * np.log(1 / angle))
    print(f"  {angle:.0e}  {speed:.4f}  {speed / leading:.4f}")

print("Example inputs")
print(f"ion mass: {mass / const.atomic_mass:.0f} u")
print(f"spacing a: {spacing * 1e6:.0f} um; ions in ring: {ions}")
print(f"ring radius: {radius * spacing * 1e3:.3f} mm")
print(f"plane distance d: {plane_distance * 1e3:.1f} mm")
print(f"transverse trap frequency: {trap_frequency / 1e6:.1f} MHz")
print(f"temperature: {temperature * 1e3:.0f} mK")
print(f"w0: {w0:.4e} rad/s; w0/(2 pi): {w0 / (2 * np.pi) / 1e3:.1f} kHz")
print(f"a*w0: {unit_velocity:.3f} m/s")

ring_neighbours = np.arange(1, ions)
for period in (400, 100, 20):
    angle = 2 * np.pi / period
    w2_line = 4 * lattice_sum(angle)
    w2_ring = omega2_from_energy(ring_potential, period, ring_neighbours, 0.5)
    w2_both = omega2_from_energy(ring_plane_potential, period,
                                 ring_neighbours, 0.5)
    if period == 20:
        assert close(w2_ring, w2_line, 1e-2)
        assert close(w2_both, omega2_plane(angle, image), 2e-2)
    to_speed = unit_velocity / angle
    leading = unit_velocity * np.sqrt(2 * np.log(1 / angle))
    frequency = w0 * np.sqrt(w2_line) / (2 * np.pi)
    print(f"Wavelength {period} a: qa = {angle:.5f}, "
          f"ln(1/qa) = {np.log(1 / angle):.4f}")
    print(f"  frequency, straight line: {frequency / 1e3:.3f} kHz")
    print(f"  phase velocity, lattice sum: "
          f"{to_speed * np.sqrt(w2_line):.3f} m/s")
    print(f"  phase velocity, expansion: "
          f"{to_speed * np.sqrt(4 * series(angle)):.3f} m/s")
    print(f"  phase velocity, leading log only: {leading:.3f} m/s")
    print(f"  group velocity: "
          f"{unit_velocity * group_velocity(angle):.3f} m/s")
    print(f"  phase velocity, line with plane: "
          f"{to_speed * np.sqrt(omega2_plane(angle, image)):.3f} m/s")
    print(f"  phase velocity, ring, no plane: "
          f"{to_speed * np.sqrt(w2_ring):.3f} m/s")
    print(f"  phase velocity, ring with plane: "
          f"{to_speed * np.sqrt(w2_both):.3f} m/s")

angle = 2 * np.pi / ions
coarse = np.sqrt(4 * lattice_sum(angle, 20000))
fine = np.sqrt(4 * lattice_sum(angle, 40000))
assert abs(fine / coarse - 1) < 1e-5
print(f"Cutoff 20000 to 40000 neighbours, longest wave: "
      f"relative shift {fine / coarse - 1:.1e}")

print("Neglected effects")
limit_speed = unit_velocity * np.sqrt(velocity2_plane(image))
print(f"q->0 velocity of line with plane: {limit_speed:.3f} m/s")
saturation = np.exp(-np.euler_gamma) / plane_distance
print(f"saturation wavenumber: {saturation / 1e3:.3f} rad/mm "
      f"(qa = {saturation * spacing:.4f})")
critical = w0 * np.sqrt(zigzag_limit) / (2 * np.pi)
assert trap_frequency > critical
print(f"transverse frequency at zigzag onset: {critical / 1e6:.3f} MHz")
coupling = coulomb / (spacing * const.k * temperature)
print(f"Coulomb energy k/a over kB*T: {coupling:.0f}")
thermal = np.sqrt(thermal_factor * const.k * temperature / (mass * w0**2))
zero_point = np.sqrt(zero_factor * const.hbar / (mass * w0))
print(f"thermal rms change of neighbour distance: {thermal * 1e9:.1f} nm")
print(f"zero-point rms change of neighbour distance: "
      f"{zero_point * 1e9:.1f} nm")
stiffening = 6 * (thermal / spacing) ** 2
print(f"scale of anharmonic change of stiffness: {100 * stiffening:.2f} %")

print("no test failed")
```

Running it gives:

```
Checks in reduced units
omega^2/w0^2, wavelength 12a, from energy: 1.178286
omega^2/w0^2, wavelength 12a, expansion: 1.178286
Approach to the leading law: qa, v/(a w0), v/leading
  1e-02  3.4943  1.1514
  1e-04  4.6282  1.0784
  1e-08  6.3120  1.0399
  1e-16  8.7569  1.0202
  1e-100  21.5294  1.0033
Example inputs
ion mass: 40 u
spacing a: 10 um; ions in ring: 400
ring radius: 0.637 mm
plane distance d: 0.1 mm
transverse trap frequency: 2.0 MHz
temperature: 1 mK
w0: 1.8637e+06 rad/s; w0/(2 pi): 296.6 kHz
a*w0: 18.637 m/s
Wavelength 400 a: qa = 0.01571, ln(1/qa) = 4.1536
  frequency, straight line: 15.667 kHz
  phase velocity, lattice sum: 62.669 m/s
  phase velocity, expansion: 62.669 m/s
  phase velocity, leading log only: 53.716 m/s
  group velocity: 57.127 m/s
  phase velocity, line with plane: 54.802 m/s
  phase velocity, ring, no plane: 62.467 m/s
  phase velocity, ring with plane: 54.822 m/s
Wavelength 100 a: qa = 0.06283, ln(1/qa) = 2.7673
  frequency, straight line: 54.446 kHz
  phase velocity, lattice sum: 54.446 m/s
  phase velocity, expansion: 54.446 m/s
  phase velocity, leading log only: 43.845 m/s
  group velocity: 48.067 m/s
  phase velocity, line with plane: 52.531 m/s
  phase velocity, ring, no plane: 54.430 m/s
  phase velocity, ring with plane: 52.525 m/s
Wavelength 20 a: qa = 0.31416, ln(1/qa) = 1.1579
  frequency, straight line: 214.874 kHz
  phase velocity, lattice sum: 42.975 m/s
  phase velocity, expansion: 42.975 m/s
  phase velocity, leading log only: 28.361 m/s
  group velocity: 34.886 m/s
  phase velocity, line with plane: 42.967 m/s
  phase velocity, ring, no plane: 42.974 m/s
  phase velocity, ring with plane: 42.966 m/s
Cutoff 20000 to 40000 neighbours, longest wave: relative shift 6.7e-07
Neglected effects
q->0 velocity of line with plane: 55.159 m/s
saturation wavenumber: 5.615 rad/mm (qa = 0.0561)
transverse frequency at zigzag onset: 0.608 MHz
Coulomb energy k/a over kB*T: 1671
thermal rms change of neighbour distance: 145.3 nm
zero-point rms change of neighbour distance: 18.5 nm
scale of anharmonic change of stiffness: 0.13 %
no test failed
```
